# Resistivity saturation from a minimum free time and the parallel-resistor formula

Boltzmann theory places no upper limit on the resistivity of a metal. If collisions become ten times as frequent, the resistivity becomes ten times as large, even when the distance travelled between collisions has fallen below the distance between atoms. At that point the picture of an electron flying freely from one scatterer to the next has lost its meaning, yet the formula goes on giving numbers. A simple repair forbids a new collision until a minimum time has passed since the last one. This repair suggests the parallel-resistor formula, in which an ideal conductivity and a saturation conductivity add. The formula does follow from a minimum free time if the conductivity is assigned from the mean interval between collisions. The steady current of the same model is different: it saturates at half that conductivity, and the two contributions no longer simply add. Both results are derived here.

## The law of free intervals

Let a metal contain $n$ conduction electrons per volume, each of charge $-e$ and mass $m$, in a weak uniform field $E$. SI units are used in the formulas. Between collisions an electron has the constant acceleration

$$a=-\frac{eE}{m}. \tag{1}$$

Four assumptions define the model. Successive free intervals are independent. A collision leaves a velocity $v_0$ whose mean is zero. The length of the next interval does not depend on $v_0$. The field does not alter the law of the intervals. All electrons obey the same law; for a metal, its parameters are those of electrons at the Fermi surface.

Let $s$ be the age of a free flight, meaning the time since the last collision. The probability per unit time of a collision at age $s$ is taken to be

$$w(s)=\begin{cases}0, & s<\tau_0,\\ 1/\tau, & s\ge\tau_0.\end{cases}\tag{2}$$

Here $\tau_0$ is the minimum free time, and $\tau$ is the mean free time that the same scattering would give without a minimum. The probability $S(s)$ of surviving to age $s$ obeys $dS/ds=-w(s)S$ with $S(0)=1$. Its solution is

$$S(s)=\begin{cases}1, & s<\tau_0,\\ e^{-(s-\tau_0)/\tau}, & s\ge\tau_0.\end{cases}\tag{3}$$

The probability density of the interval length $t$ is the rate at which survival is lost, $p(t)=-dS/dt$:

$$p(t)=\begin{cases}0, & t<\tau_0,\\ \dfrac{1}{\tau}\,e^{-(t-\tau_0)/\tau}, & t\ge\tau_0.\end{cases}\tag{4}$$

This is the exponential distribution shifted by $\tau_0$. Write $t=\tau_0+u$, where the remainder $u$ has the density $e^{-u/\tau}/\tau$ for $u\ge0$. Integration by parts gives

$$\langle u\rangle=\int_0^\infty e^{-u/\tau}du=\tau,\qquad \langle u^2\rangle=2\int_0^\infty u\,e^{-u/\tau}du=2\tau^2 .$$

Hence

$$\langle t\rangle=\tau_0+\langle u\rangle=\tau+\tau_0, \tag{5}$$

$$\langle t^2\rangle=\tau_0^2+2\tau_0\tau+2\tau^2=\tau^2+(\tau+\tau_0)^2. \tag{6}$$

The variance is $\langle t^2\rangle-\langle t\rangle^2=\tau^2$. The shift lengthens the mean interval but does not change the spread.

## The mean-interval rule

During an interval of length $t$ the field adds the velocity $at$. Averaged over collisions, the velocity just before a collision is therefore $a\langle t\rangle$, because $v_0$ averages to zero. Suppose that this is taken as the drift velocity. The current density is then

$$j=-ne\,a\langle t\rangle=\frac{ne^2\langle t\rangle}{m}E ,$$

where the two minus signs, from the charge and from equation (1), cancel. With equation (5) the conductivity becomes

$$\sigma_{\rm mean}=\frac{ne^2}{m}(\tau+\tau_0)=\sigma_{\rm id}+\sigma_0,\qquad \sigma_{\rm id}=\frac{ne^2\tau}{m},\quad \sigma_0=\frac{ne^2\tau_0}{m}. \tag{7}$$

In terms of the resistivities $\rho_{\rm id}=1/\sigma_{\rm id}$ and $\rho_0=1/\sigma_0$ this reads

$$\frac{1}{\rho_{\rm mean}}=\frac{1}{\rho_{\rm id}}+\frac{1}{\rho_0},\qquad \rho_{\rm mean}=\frac{\rho_{\rm id}\,\rho_0}{\rho_{\rm id}+\rho_0}. \tag{8}$$

This is the parallel-resistor formula. For $\rho_{\rm id}\ll\rho_0$ it returns the ideal resistivity, and for $\rho_{\rm id}\gg\rho_0$ it levels off at $\rho_0$.

The weak step is the choice of drift velocity. Equation (7) uses velocities at the ends of flights and counts every flight once. An ammeter responds to all electrons present at one instant, most of which are in the middle of a flight. The two averages have to be compared before equation (8) can be called the resistivity of the model.

## The steady current

Let $g(s)$ be the density of ages among the electrons at a given instant in the steady state. An electron has age $s$ now if it collided a time $s$ ago and has survived since. If $R$ is the collision rate per electron, then $g(s)=R\,S(s)$. Normalization fixes $R$. Integrating by parts, with $dS/ds=-p$ and with $sS(s)$ vanishing at both limits,

$$\int_0^\infty S(s)\,ds=\int_0^\infty s\,p(s)\,ds=\langle t\rangle .$$

Therefore $R=1/\langle t\rangle$ and

$$g(s)=\frac{S(s)}{\langle t\rangle}. \tag{9}$$

This density is flat up to $\tau_0$ and falls afterwards. The minimum free time thus leaves no gap in the ages: electrons that have just collided are present at every instant. Nor could one rescue equation (7) by reading equation (4) as the distribution of ages. A survival probability cannot increase with $s$, so an age density that vanished below $\tau_0$ would have to vanish everywhere.

An electron of age $s$ has velocity $v_0+as$. Since $v_0$ is independent of the interval length, its mean is still zero among electrons selected by age. The drift velocity is $a$ times the mean age:

$$v_{\rm d}=a\int_0^\infty s\,g(s)\,ds=\frac{a}{\langle t\rangle}\int_0^\infty s\,S(s)\,ds=\frac{a\langle t^2\rangle}{2\langle t\rangle}. \tag{10}$$

The last step is another integration by parts, in which $s$ is integrated to $s^2/2$ and $S$ is differentiated to $-p$.

The same result follows from displacements. In one interval an electron moves by $v_0t+at^2/2$, whose average is $a\langle t^2\rangle/2$. Dividing by the mean duration $\langle t\rangle$ gives equation (10) again.

Write $v_{\rm d}=a\,\tau_{\rm eff}$ and insert equations (5) and (6):

$$\tau_{\rm eff}=\frac{\tau^2+(\tau+\tau_0)^2}{2(\tau+\tau_0)}=\frac{2\tau(\tau+\tau_0)+\tau_0^2}{2(\tau+\tau_0)}=\tau+\frac{\tau_0^2}{2(\tau+\tau_0)} . \tag{11}$$

The conductivity of the model is accordingly

$$\sigma=\frac{ne^2}{m}\left[\tau+\frac{\tau_0^2}{2(\tau+\tau_0)}\right]. \tag{12}$$

Equation (11) can be read directly from the ages. By equation (9), a fraction $\tau_0/(\tau+\tau_0)$ of the electrons are younger than $\tau_0$, with mean age $\tau_0/2$. The remaining fraction $\tau/(\tau+\tau_0)$ have mean age $\tau_0+\tau$. The weighted sum is

$$\frac{\tau_0}{\tau+\tau_0}\,\frac{\tau_0}{2}+\frac{\tau}{\tau+\tau_0}(\tau_0+\tau)=\frac{\tau_0^2}{2(\tau+\tau_0)}+\tau .$$

The protected electrons supply the first term and the older ones exactly $\tau$. This split does not show where the gain arises. For $\tau\gg\tau_0$ and no minimum time, the electrons younger than $\tau_0$ already contribute about $\tau_0^2/(2\tau)$, the same amount to leading order, while the older ones contribute $(\tau+\tau_0)e^{-\tau_0/\tau}\approx\tau-\tau_0^2/(2\tau)$. Compared with that case, the gain lies with the older electrons.

For $\tau_0=0$ both rules give $\tau$, which explains why the mean-interval rule looks safe. The average velocity gain within a flight of length $t$ is $at/2$, so an average that counts each flight once would give $a\langle t\rangle/2$. At a given instant, however, an electron is more likely to be found in a long flight. For the pure exponential, $\langle t^2\rangle=2\langle t\rangle^2$, and this weighting supplies a factor of exactly two. The shifted exponential is relatively narrower, and the factor is smaller.

A simulated case shows the difference. For $\tau=\tau_0$, equation (11) gives $\tau_{\rm eff}=1.25\,\tau_0$, whereas $\langle t\rangle=2\tau_0$. A trajectory of 1.5 million random intervals drawn from equation (4), with a random starting velocity after each collision, gave a mean velocity of $1.249\,a\tau_0$ when read at equally spaced clock times. The mean just before collisions was $2.000\,a\tau_0$.

## Saturation and the range of the parallel formula

When $\tau\to0$ at fixed $\tau_0$, equation (12) tends to

$$\sigma_s=\frac{ne^2\tau_0}{2m}=\frac{\sigma_0}{2},\qquad \rho_s=\frac{1}{\sigma_s}=2\rho_0 . \tag{13}$$

In this limit flights have nearly equal length $\tau_0$, and the velocity gain rises linearly from zero to $a\tau_0$. Its time average is half the final value. A minimum time inferred from a saturation resistivity is therefore $\tau_0=2m/(ne^2\rho_s)$, twice what the mean-interval rule would give.

One may now ask how well a parallel formula works if it is given the correct saturation value $\sigma_s$. Let $x=\sigma_{\rm id}/\sigma_s=2\tau/\tau_0$. Dividing equation (12) by $\sigma_s$ gives

$$\frac{\sigma}{\sigma_s}=x+\frac{\tau_0}{\tau+\tau_0}=x+\frac{2}{x+2}=\frac{x^2+2x+2}{x+2}. \tag{14}$$

The parallel formula would give $x+1$. Since $(x+1)(x+2)=x^2+3x+2$, the ratio of the two is

$$\frac{\sigma}{\sigma_{\rm id}+\sigma_s}=\frac{x^2+2x+2}{(x+1)(x+2)}=1-\frac{x}{(x+1)(x+2)} . \tag{15}$$

The subtracted term is $1/(x+3+2/x)$. Because $x+2/x=(\sqrt{x}-\sqrt{2/x})^2+2\sqrt2$, its denominator is smallest at $x=\sqrt2$, where the term equals

$$\frac{1}{3+2\sqrt2}=3-2\sqrt2\approx0.172 . \tag{16}$$

Within this model, then, the parallel formula with $\sigma_s$ is an interpolation that is right at both ends. It overestimates the conductivity in between, and the true value lies below it by at most about 17.2% of the parallel value.

The approach to each end is less well reproduced. Near saturation, $x\ll1$, equation (14) gives $\sigma/\sigma_s\approx x+1-x/2=1+x/2$, or

$$\sigma\approx\sigma_s+\tfrac12\sigma_{\rm id}. \tag{17}$$

Only half of the ideal conductivity is added. The variance $\tau^2$ of the intervals is of second order in the small remainder, so to first order the mean velocity gain is half of $a(\tau+\tau_0)$, the full gain in a flight of average length.

For weak scattering let $r=\tau_0/\tau=\rho_{\rm id}/\rho_0$. Dividing equation (12) by $\sigma_{\rm id}$ gives

$$\frac{\sigma}{\sigma_{\rm id}}=1+\frac{r^2}{2(1+r)} . \tag{18}$$

The mean-interval rule gives $1+r$, and the parallel formula with $\sigma_s$ gives $1+r/2$. Both are linear in $r$, while the true correction begins with $r^2/2$. The first form of equation (11) shows why the linear term is absent: $\tau_{\rm eff}/\tau=\tfrac12\left[(1+r)+1/(1+r)\right]$. The longer mean interval adds $r/2$, the narrower relative spread removes $r/2$, and only $r^2/2$ is left at leading order. To leading order the resistivity is

$$\rho\approx\rho_{\rm id}-\frac{\rho_{\rm id}^3}{2\rho_0^2}. \tag{19}$$

If $\rho_{\rm id}$ is proportional to the temperature $T$ and $\rho_0$ is constant, the first departure from a straight line grows as $T^3$. Equation (8) would make it grow as $T^2$. A fit of the parallel formula to the onset of curvature would thus overestimate the saturation resistivity of this model.

## When the conductivities do add

Equation (10) holds for any interval law with a finite second moment, under the same assumptions about collisions. With $\langle t^2\rangle=\langle t\rangle^2+{\rm var}(t)$ it becomes

$$\tau_{\rm eff}=\frac{\langle t\rangle}{2}\left[1+\frac{{\rm var}(t)}{\langle t\rangle^2}\right]. \tag{20}$$

The steady current agrees with the mean-interval rule if and only if ${\rm var}(t)=\langle t\rangle^2$. The shifted exponential has variance $\tau^2$ and squared mean $(\tau+\tau_0)^2$, so it fails this condition for every $\tau_0>0$.

A minimum free time by itself does not exclude additivity. Let $t=\tau_0+u$ as before, but let the remainder have mean $\tau$ and variance $(\tau+\tau_0)^2$. Then equation (20) gives $\tau_{\rm eff}=\tau+\tau_0$, and equation (8) holds for the true current. A gamma distribution with shape $k$ and scale $\theta$ has mean $k\theta$ and variance $k\theta^2$, so the choice

$$\theta=\frac{(\tau+\tau_0)^2}{\tau},\qquad k=\frac{\tau^2}{(\tau+\tau_0)^2} \tag{21}$$

meets both requirements. For $\tau=\tau_0$ this means $k=1/4$ and $\theta=4\tau_0$. A simulation with this remainder, again with 1.5 million intervals read at clock times, gave $\tau_{\rm eff}=2.00\,\tau_0$, the additive value. The price is a special law: the relative spread of the remainder must grow as $\tau/\tau_0$ falls, and nothing in the idea of a minimum time demands that. Moreover, $\sigma_{\rm id}$ then only labels the mean remainder. The same gamma law without the shift would give $\langle u^2\rangle/(2\langle u\rangle)=2.5\,\tau$ for $k=1/4$, not $\tau$.

## Calcium as an example

Calcium shows the sizes involved in an ordinary metal. It is treated here as a free-electron metal with two conduction electrons per atom. The inputs are rough: an fcc lattice constant $a_{\rm L}=0.56$ nm and an ideal resistivity of 3 µΩ cm at 300 K, taken as proportional to temperature. The cubic cell holds four atoms, so

$$n=\frac{8}{a_{\rm L}^3}=4.56\times10^{22}\ {\rm cm^{-3}},\qquad d=\frac{a_{\rm L}}{\sqrt2}=0.396\ {\rm nm},$$

where $d$ is the nearest-neighbour distance. The Fermi wave number $k_{\rm F}=(3\pi^2n)^{1/3}$ gives the Fermi velocity $v_{\rm F}=\hbar k_{\rm F}/m=1.28\times10^8$ cm/s and the Fermi energy $E_{\rm F}=4.65$ eV. The minimum free time is taken as the time to travel from one atom to the next:

$$\tau_0=\frac{d}{v_{\rm F}}=0.310\ {\rm fs},\qquad \rho_0=\frac{m}{ne^2\tau_0}=252\ \text{µΩ cm}.$$

By equation (13) the model saturates at $2\rho_0=503$ µΩ cm, or about $5.0\times10^{-6}$ Ω m.

As a sample of the arithmetic, take $\rho_{\rm id}=100$ µΩ cm. Then $r=100/252=0.397$. The mean-interval rule gives $100/1.397=72$ µΩ cm. In equation (18) the correction is $0.397^2/(2\times1.397)=0.056$, and the steady current gives $100/1.056=95$ µΩ cm. The table holds $n$ and $\tau_0$ fixed and varies $\tau$. All entries are in µΩ cm; the last column is the parallel formula with saturation value $2\rho_0$.

| $\rho_{\rm id}$ | mean interval | steady current | parallel, $2\rho_0$ |
|---:|---:|---:|---:|
| 3 | 2.96 | 3.00 | 2.98 |
| 6 | 5.86 | 6.00 | 5.93 |
| 30 | 26.8 | 29.8 | 28.3 |
| 100 | 72 | 95 | 83 |
| 300 | 137 | 227 | 188 |
| 1000 | 201 | 386 | 335 |
| 10000 | 245 | 491 | 479 |

The first two rows correspond to 300 K and 600 K. The others are hypothetical and serve to display saturation; with the assumed proportionality to temperature, even 30 µΩ cm would require 3000 K, far above the melting point. At $\rho_{\rm id}=1000$ µΩ cm, $\tau$ is 0.078 fs and the ideal free path $v_{\rm F}\tau$ is about 0.10 nm, a quarter of the neighbour distance. This is the regime in which the unmodified theory has lost its meaning.

At 600 K the minimum time raises the conductivity by 2.4% according to the mean-interval rule, but by 0.03% according to the steady current. For real calcium even the first number would be hard to isolate. With a rough linear expansion coefficient of $2\times10^{-5}$ K$^{-1}$, heating from 300 K to 600 K lowers the electron density by about 1.8%, some sixty times the true saturation effect. The proportionality to temperature is also only approximate: a Bloch–Grüneisen law with an assumed Debye temperature of 230 K makes the ideal resistivity at 600 K about 2.05 times that at 300 K, a departure as large as the mean-interval effect. The free-electron assumption is also broken: with two electrons per primitive cell, calcium is a metal because its bands overlap, and its ratio $n/m$ need not have the free-electron value. If that ratio were halved, an assumed factor, with $\rho_{\rm id}$ and $\tau_0$ held fixed, the saturation resistivity would double to about 1000 µΩ cm and the gain at 600 K would fall to 0.007%. Metals whose resistivity is seen to level off often do so at roughly 100 to 200 µΩ cm, well below the value of about 500 µΩ cm found here, so this value should not be carried over to them. The estimate $2\rho_0=2\hbar k_{\rm F}/(ne^2d)$ depends strongly on density and spacing: for aluminium, with an fcc lattice constant of 0.405 nm and three free electrons per atom, it gives about 280 µΩ cm.

The deeper limit is quantum mechanical. A free time $\tau_0$ implies an energy broadening of order $\hbar/\tau_0=2.13$ eV, which is 0.46 of the Fermi energy. With $\tau_0=d/v_{\rm F}$ and $E_{\rm F}=\hbar k_{\rm F}v_{\rm F}/2$, this ratio is

$$\frac{\hbar}{\tau_0E_{\rm F}}=\frac{2}{k_{\rm F}d}, \tag{22}$$

and here $k_{\rm F}d=4.38$. The ratio contains no scattering strength that could be adjusted to make it small. Near saturation, electron states are therefore poorly defined in energy, and transitions between bands, which the model omits, may carry current as well. The minimum time is an assumption placed in a classical model. Equation (12) gives the consequence of that assumption, and it does not establish that a given metal must saturate.
